# Dielectric response with a separable potential: p or the full velocity?: test program

```python
"""Dielectric response of a 1D lattice with a separable potential.

Result under test (Hartree atomic units): the small-q density response gives
    alpha(w) = (4/Nk) sum_k sum_c |v_cv|^2 / [gap (gap^2 - w^2)],
    v = p + i[V_nl, x] = p - s^2 (p V_nl + V_nl p)  for a Gaussian projector,
whereas p alone gives a different value. The dielectric function without
local fields is eps = 1 + 4 pi alpha / (a A).
a: period; A: cross-section per chain; W: local cosine amplitude;
D, s: strength and width of the projector; q, w: wave number and frequency.
The lowest band holds two electrons per cell; v, c: filled and empty bands.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a, A, W, s, D_main = 5.0, 25.0, 0.3, 1.0, -0.3
NK, GMAX = 64, 8


def projector(K):
    """Fourier transform of the normalized Gaussian projector."""
    return (4 * np.pi * s**2) ** 0.25 * np.exp(-0.5 * (s * K) ** 2)


def hamiltonian(k, D, gmax=GMAX):
    K = k + 2 * np.pi / a * np.arange(-gmax, gmax + 1)
    V = D / a * np.outer(projector(K), projector(K))
    n = len(K)
    H = np.diag(K**2 / 2) + V - W / 2 * (np.eye(n, k=1) + np.eye(n, k=-1))
    return K, V, H


def k_grid(nk):
    return 2 * np.pi / (a * nk) * (np.arange(nk) - nk // 2)


def nonlocal_velocity(K, V):
    return -s**2 * (K[:, None] + K[None, :]) * V


def alpha_velocity(D, w=0.0, nk=NK, gmax=GMAX):
    """Polarizability per cell from p alone and from the full velocity."""
    total_p = total_v = 0.0
    for k in k_grid(nk):
        K, V, H = hamiltonian(k, D, gmax)
        E, U = np.linalg.eigh(H)
        gap = E[1:] - E[0]
        p = U[:, 1:].T @ (K * U[:, 0])
        v = p + U[:, 1:].T @ nonlocal_velocity(K, V) @ U[:, 0]
        weight = 4 / nk / (gap * (gap**2 - w**2))
        total_p += np.sum(weight * p**2)
        total_v += np.sum(weight * v**2)
    return total_p, total_v


def alpha_density(q, D, w=0.0, nk=NK):
    """-a chi0(q,w)/q^2 from overlaps only; no velocity operator enters."""
    total = 0.0
    for k in k_grid(nk):
        E0, U0 = np.linalg.eigh(hamiltonian(k, D)[2])
        E1, U1 = np.linalg.eigh(hamiltonian(k + q, D)[2])
        gap = E1[1:] - E0[0]
        overlap = U1[:, 1:].T @ U0[:, 0]
        total += 4 / nk * np.sum(overlap**2 * gap / (gap**2 - w**2))
    return total / q**2


def density_limit(D, w=0.0):
    """Limit q -> 0, with the q^2 correction removed by extrapolation."""
    return (4 * alpha_density(0.01, D, w) - alpha_density(0.02, D, w)) / 3


def alpha_supercell(D, cells=12, strength=1e-3):
    """Density induced by strength*cos(qx), by direct diagonalization."""
    L = cells * a
    q = 2 * np.pi / L
    j = np.arange(-cells * GMAX, cells * GMAX + 1)
    Q, n = q * j, len(j)
    same_k = (j[:, None] - j[None, :]) % cells == 0
    H = np.diag(Q**2 / 2)
    H += D / a * np.outer(projector(Q), projector(Q)) * same_k
    H -= W / 2 * (np.eye(n, k=cells) + np.eye(n, k=-cells))
    wave = 0.5 * (np.eye(n, k=1) + np.eye(n, k=-1))
    n_q = []
    for lam in (strength, -strength):
        C = np.linalg.eigh(H + lam * wave)[1][:, :cells]
        n_q.append(2 / L * np.sum(C[1:] * C[:-1]))
    chi = (n_q[0] - n_q[1]) / strength
    return q, -a * chi / q**2


def epsilon(alpha):
    return 1 + 4 * np.pi * alpha / (a * A)


# Band gaps: the filled band must be isolated in every case used
def gaps(D):
    E = np.array([np.linalg.eigvalsh(hamiltonian(k, D)[2])[:2]
                  for k in k_grid(NK)])
    return E[:, 1].min() - E[:, 0].max(), (E[:, 1] - E[:, 0]).min()


for D in (D_main, 0.0, 0.1):
    assert gaps(D)[0] > 0.05
gap_band, gap_direct = gaps(D_main)
w_test = 0.3
assert w_test < gap_direct

# Commutator by real-space quadrature against the plane-wave formula
k0 = np.pi / (2 * a)
K, V, H = hamiltonian(k0, D_main)
E, U = np.linalg.eigh(H)
x = np.linspace(-10, 10, 4001)
dx = x[1] - x[0]
beta = (np.pi * s**2) ** -0.25 * np.exp(-x**2 / (2 * s**2))
phi = np.exp(1j * np.outer(x, K)) @ U[:, :4] / np.sqrt(a)
b0 = dx * beta @ phi
b1 = dx * (x * beta) @ phi
commutator = 1j * D_main * (np.outer(b0.conj(), b1) - np.outer(b1.conj(), b0))
formula = U[:, :4].T @ nonlocal_velocity(K, V) @ U[:, :4]
assert np.max(np.abs(commutator - formula)) < 1e-9
assert np.max(np.abs(formula)) > 1e-2

# Band slope by finite difference against the diagonal velocity
h = 1e-4
slope = (np.linalg.eigvalsh(hamiltonian(k0 + h, D_main)[2])[0]
         - np.linalg.eigvalsh(hamiltonian(k0 - h, D_main)[2])[0]) / (2 * h)
p_mean = U[:, 0] @ (K * U[:, 0])
v_mean = p_mean + formula[0, 0]
assert abs(slope - v_mean) < 1e-7
assert abs(slope - p_mean) > 1e-3

# Zone boundary: two-wave estimate, tested by differentiating the 2x2 matrix
kb = np.pi / a
b_edge = projector(kb)
gap_nl = -2 * D_main * b_edge**2 / a
ratio_two = 1 + s**2 * gap_nl
pair = np.ix_([GMAX - 1, GMAX], [GMAX - 1, GMAX])
E2, U2 = np.linalg.eigh(hamiltonian(kb, D_main)[2][pair])
dH2 = (hamiltonian(kb + h, D_main)[2][pair]
       - hamiltonian(kb - h, D_main)[2][pair]) / (2 * h)
p2 = U2[:, 1] @ (np.array([-kb, kb]) * U2[:, 0])
assert abs((U2[:, 1] @ dH2 @ U2[:, 0]) / p2 - ratio_two) < 1e-6
assert abs(E2[1] - E2[0] - (W + gap_nl)) < 1e-10
Kb, Vb, Hb = hamiltonian(kb, D_main)
Eb, Ub = np.linalg.eigh(Hb)
p_edge = Ub[:, 1] @ (Kb * Ub[:, 0])
v_edge = p_edge + Ub[:, 1] @ nonlocal_velocity(Kb, Vb) @ Ub[:, 0]

# Density response by supercell diagonalization against the sum over states
q_super, alpha_super = alpha_supercell(D_main)
alpha_states = alpha_density(q_super, D_main, nk=12)
assert abs(alpha_super / alpha_states - 1) < 1e-4

# Small-q limit against the velocity formulas
results = {}
for D, w in ((D_main, 0.0), (D_main, w_test), (0.0, 0.0), (0.1, 0.0)):
    ap, av = alpha_velocity(D, w)
    ad = density_limit(D, w)
    assert abs(ad / av - 1) < 1e-4
    if D != 0:
        assert abs(ap / ad - 1) > 0.02
    else:
        assert abs(ap / ad - 1) < 1e-4
    results[D, w] = ap, av, ad
assert results[D_main, 0.0][0] < results[D_main, 0.0][1]
assert results[0.1, 0.0][0] > results[0.1, 0.0][1]

# The approach to the limit is quadratic in q; grid and basis are converged
alpha_p, alpha_v, alpha_d = results[D_main, 0.0]
q_values = (0.2, 0.1, 0.05, 0.02, 0.01)
table = [alpha_density(q, D_main) for q in q_values]
order_ratio = (table[3] - alpha_v) / (table[4] - alpha_v)
assert abs(order_ratio - 4) < 0.1
finer = alpha_velocity(D_main, nk=2 * NK, gmax=GMAX + 4)
assert np.allclose(finer, (alpha_p, alpha_v), rtol=1e-8)

print(f"period a = {a:.1f} bohr, area A = {A:.1f} bohr^2")
print(f"local amplitude W = {W:.2f} hartree")
print(f"projector D = {D_main:.2f} hartree, s = {s:.1f} bohr")
print(f"k points = {NK}, plane waves = {2 * GMAX + 1}")
print(f"band gap = {gap_band:.5f} hartree = {gap_band * HARTREE_EV:.3f} eV")
print(f"smallest direct gap = {gap_direct:.5f} hartree")
print("At k = pi/(2a), lowest band, atomic units of velocity:")
print(f"  dE/dk by finite difference = {slope:.6f}")
print(f"  <v> = {v_mean:.6f}, <p> = {p_mean:.6f}")
print("At k = pi/a, lowest two bands:")
print(f"  pi/a = {kb:.5f} 1/bohr, b(pi/a)^2 = {b_edge**2:.5f} bohr")
print(f"  two-wave nonlocal gap part = {gap_nl:.5f} hartree")
print(f"  two-wave gap = {W + gap_nl:.5f} hartree")
print(f"  full-basis gap = {Eb[1] - Eb[0]:.5f} hartree")
print(f"  two-wave v/p = {ratio_two:.5f}")
print(f"  full-basis |p| = {abs(p_edge):.5f}, |v| = {abs(v_edge):.5f} a.u.")
print(f"  full-basis v/p = {v_edge / p_edge:.5f}")
print(f"Supercell of 12 cells, q = {q_super:.5f} 1/bohr:")
print(f"  -a chi0/q^2, induced density = {alpha_super:.6f} bohr^3")
print(f"  -a chi0/q^2, sum over states = {alpha_states:.6f} bohr^3")
print("Static -a chi0/q^2 for decreasing q:")
for q, value in zip(q_values, table):
    print(f"  q = {q:.2f} 1/bohr: {value:.6f} bohr^3")
print(f"  deviation ratio, q = 0.02 to 0.01: {order_ratio:.4f}")
for (D, w), (ap, av, ad) in results.items():
    print(f"D = {D:.2f} hartree, frequency = {w:.2f} hartree:")
    print(f"  alpha: p {ap:.5f}, v {av:.5f}, density {ad:.5f} bohr^3")
    print(f"  eps: p {epsilon(ap):.5f}, v {epsilon(av):.5f}, "
          f"density {epsilon(ad):.5f}")
    print(f"  error of alpha from p alone = {100 * (ap / av - 1):.2f} %")
print("all good")
```

Output:

```
period a = 5.0 bohr, area A = 25.0 bohr^2
local amplitude W = 0.30 hartree
projector D = -0.30 hartree, s = 1.0 bohr
k points = 64, plane waves = 17
band gap = 0.59266 hartree = 16.127 eV
smallest direct gap = 0.59266 hartree
At k = pi/(2a), lowest band, atomic units of velocity:
  dE/dk by finite difference = 0.174098
  <v> = 0.174098, <p> = 0.132396
At k = pi/a, lowest two bands:
  pi/a = 0.62832 1/bohr, b(pi/a)^2 = 2.38865 bohr
  two-wave nonlocal gap part = 0.28664 hartree
  two-wave gap = 0.58664 hartree
  full-basis gap = 0.59266 hartree
  two-wave v/p = 1.28664
  full-basis |p| = 0.64175, |v| = 0.83549 a.u.
  full-basis v/p = 1.30189
Supercell of 12 cells, q = 0.10472 1/bohr:
  -a chi0/q^2, induced density = 5.357128 bohr^3
  -a chi0/q^2, sum over states = 5.357127 bohr^3
Static -a chi0/q^2 for decreasing q:
  q = 0.20 1/bohr: 5.157284 bohr^3
  q = 0.10 1/bohr: 5.364080 bohr^3
  q = 0.05 1/bohr: 5.418749 bohr^3
  q = 0.02 1/bohr: 5.434284 bohr^3
  q = 0.01 1/bohr: 5.436511 bohr^3
  deviation ratio, q = 0.02 to 0.01: 3.9981
D = -0.30 hartree, frequency = 0.00 hartree:
  alpha: p 3.05907, v 5.43725, density 5.43725 bohr^3
  eps: p 1.30753, v 1.54661, density 1.54661
  error of alpha from p alone = -43.74 %
D = -0.30 hartree, frequency = 0.30 hartree:
  alpha: p 3.88058, v 6.86983, density 6.86983 bohr^3
  eps: p 1.39012, v 1.69063, density 1.69063
  error of alpha from p alone = -43.51 %
D = 0.00 hartree, frequency = 0.00 hartree:
  alpha: p 15.40768, v 15.40768, density 15.40767 bohr^3
  eps: p 2.54895, v 2.54895, density 2.54895
  error of alpha from p alone = 0.00 %
D = 0.10 hartree, frequency = 0.00 hartree:
  alpha: p 37.97205, v 30.12593, density 30.12587 bohr^3
  eps: p 4.81737, v 4.02859, density 4.02858
  error of alpha from p alone = 26.04 %
all good
```
